# Bending length of a wafer above a carrier pressure step

## What dimensions and symmetry fix

A multizone carrier presses a wafer against a polishing pad with a different pressure in each zone. Across a zone boundary the pressure on the back of the wafer jumps. The pad feels a gradual change, because the wafer resists being bent sharply.

Two properties control this change. The bending stiffness $D$ of the wafer, per unit length along the boundary, has the dimension force × length. The foundation modulus $k$ of the pad, the pressure needed per unit of sinking, has the dimension force/length³. Hence $D/k$ has the dimension length⁴. If the wafer is wide and its thickness enters through $D$ alone, the one length these two properties supply is a number times $(D/k)^{1/4}$. A pressure divided by $k$ is also a length, but in a linear system it sets only the size of the sinking, not the width of the transition.

Let the pressure be $p_-$ for $x<0$ and $p_+$ for $x>0$, with $\Delta=p_+-p_-$ and $\bar p=(p_-+p_+)/2$. For a linear system the departure of the contact pressure $q$ from $\bar p$ is proportional to $\Delta$. The applied departure is odd in $x$, and the wafer and pad are unchanged by $x\to-x$, so the response is odd too:

$$q(x)=\bar p+\tfrac{\Delta}{2}\,\mathrm{sgn}(x)\,f(|x|/\ell),\qquad \ell=c\,(D/k)^{1/4}.$$

Mechanics must supply the function $f$ and a convenient number $c$.

## Theorem and assumptions

Let $w(x)$ be the sinking of the wafer, positive towards the pad. Assume:

1. The wafer is a thin plate of thickness $h\ll\ell$, with deflections small compared with $h$.
2. The pad is linear and local, $q=kw$, and remains in contact everywhere.
3. The boundary is straight, sharp and far from the rim. Nothing varies along it.
4. Friction has no influence on bending.

**Theorem.** The bounded solution is

$$q(x)=\bar p+\frac{\Delta}{2}\,\mathrm{sgn}(x)\left[1-e^{-|x|/\ell}\cos\frac{x}{\ell}\right],\qquad \boxed{\ell=\left(\frac{4D}{k}\right)^{1/4}}.$$

The choice $c=4^{1/4}$ makes $\ell$ both the decay length and the inverse wavenumber of the ripple. Some definitions omit the factor 4; their length is shorter by $\sqrt2$, with the same physical profile. No $\hbar$, electron charge or electron mass occurs, so the algebra reads the same in atomic units as in any other consistent set.

## Lemma 1: wafer stiffness

**Lemma.** For a cubic (001) wafer bent along [100],

$$D=\frac{Qh^3}{12},\qquad Q=C_{11}-\frac{C_{12}^2}{C_{11}}.$$

For an isotropic wafer $Q=E/(1-\nu^2)$.

**Proof.** Let $z$ be the distance from the midplane. Lines normal to the midplane stay normal in a thin plate, so $u_x=-zw'$ and $\varepsilon_{xx}=-zw''$. Nothing varies along the boundary, so $\varepsilon_{yy}=0$. The pressure step causes a normal stress $\sigma_{zz}$ of order $\Delta$, but bending stresses of order $\Delta(\ell/h)^2$. In the bending calculation $\sigma_{zz}$ may therefore be set to zero:

$$0=\sigma_{zz}=C_{12}\varepsilon_{xx}+C_{11}\varepsilon_{zz}
\;\Rightarrow\;\varepsilon_{zz}=-\frac{C_{12}}{C_{11}}\varepsilon_{xx}.$$

Then $\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}\varepsilon_{zz}=Q\varepsilon_{xx}$. The elastic energy per area is

$$\int_{-h/2}^{h/2}\frac{Q}{2}z^2w''^2\,dz=\frac12\frac{Qh^3}{12}w''^2=\frac D2w''^2.$$

For an isotropic solid $C_{11}=\lambda+2\mu$ and $C_{12}=\lambda$, so

$$Q=\frac{(C_{11}-C_{12})(C_{11}+C_{12})}{C_{11}}=\frac{4\mu(\lambda+\mu)}{\lambda+2\mu}.$$

Inserting $\mu=E/[2(1+\nu)]$ and $(\lambda+\mu)/(\lambda+2\mu)=1/[2(1-\nu)]$ gives $E/(1-\nu^2)$. ∎

## Lemma 2: pad modulus

**Lemma.** For bonded pad layers of thickness $t_i$, loaded over widths large compared with the pad thickness,

$$\frac1k=\sum_i\frac{t_i}{M_i},\qquad M_i=\frac{E_i(1-\nu_i)}{(1+\nu_i)(1-2\nu_i)}.$$

**Proof.** Under a wide load the material cannot escape sideways, so the lateral strains vanish and $\sigma_{zz}=(\lambda+2\mu)\varepsilon_{zz}$. With $\lambda=E\nu/[(1+\nu)(1-2\nu)]$ and $2\mu=E/(1+\nu)$, the sum $\lambda+2\mu$ is $M$. Each layer carries the same pressure $q$ and shortens by $qt_i/M_i$. Adding these shortenings gives $w=q/k$. ∎

The layer with the largest $t_i/M_i$ contributes most to the sum. A stiff top pad over a soft, compressible subpad of similar thickness thus has a small $k$, even though the wafer touches the stiff layer.

## Lemma 3: equilibrium and matching

**Lemma.** The sinking obeys $Dw''''+kw=p(x)$. At the pressure step $w,w',w'',w'''$ are continuous; at a free edge $w''=w'''=0$.

**Proof.** Equilibrium minimises the energy per unit length of boundary,

$$U=\int\left(\frac D2w''^2+\frac k2w^2-pw\right)dx.$$

Its variation contains $\int Dw''\,\delta w''\,dx$. Two integrations by parts give

$$\int Dw''\delta w''\,dx=\big[Dw''\delta w'-Dw'''\delta w\big]+\int Dw''''\delta w\,dx.$$

The remaining integral must vanish for every $\delta w$, which gives the differential equation. Finite bending energy requires $w$ and $w'$ to be continuous. At the step $\delta w$ and $\delta w'$ are arbitrary, so the boundary terms from the two sides cancel only if $w''$ and $w'''$ are continuous. At a free edge there is no second side, and both must vanish. ∎

Physically, $Dw''$ is the bending moment and $Dw'''$ the shear force, up to sign. A finite pressure jump applies no concentrated force or couple, so neither can jump. It is $w''''$ that jumps, by $\Delta/D$.

## Proof of the theorem

Write $w=\bar p/k+v$. The uniform part cancels and

$$Dv''''+kv=\tfrac{\Delta}{2}\,\mathrm{sgn}(x).$$

On each side a constant $\pm\Delta/(2k)$ solves the equation. To it are added solutions $e^{rx}$ of the homogeneous equation, with

$$r^4=-\frac kD=-\frac4{\ell^4}.$$

Since $(1+i)^2=2i$, we have $(1+i)^4=-4$. The four roots are $r=(\pm1\pm i)/\ell$, with independent signs. For $x>0$ boundedness keeps the two with negative real part. With $s=x/\ell$,

$$v=\frac{\Delta}{2k}+e^{-s}(A\cos s+B\sin s).$$

The solution is odd, so continuity of $v$ and $v''$ requires $v(0)=v''(0)=0$. The odd derivatives of an odd function are even and match automatically. The first condition gives $A=-\Delta/(2k)$. For the second,

$$\frac{d}{ds}(e^{-s}\cos s)=-e^{-s}(\cos s+\sin s),\quad
\frac{d^2}{ds^2}(e^{-s}\cos s)=2e^{-s}\sin s,$$

$$\frac{d}{ds}(e^{-s}\sin s)=e^{-s}(\cos s-\sin s),\quad
\frac{d^2}{ds^2}(e^{-s}\sin s)=-2e^{-s}\cos s.$$

At $s=0$ these second derivatives are $0$ and $-2$, so $-2B=0$ and $B=0$. Multiplication by $k$ gives the stated $q$ for $x>0$, and oddness gives the other side.

The solution is unique. The difference of two bounded solutions solves the homogeneous equation on the whole line, and every combination of the four exponentials grows without bound at one end or the other unless it is zero. ∎

## Corollary 1: width, overshoot and transferred force

**Width.** The pressure has completed 90 % of the step when $f=1-e^{-s}\cos s=0.8$, because $f$ counts half the step from its middle. The first root of $e^{-s}\cos s=0.2$ is $s_{90}=0.998$. By symmetry the 10–90 % width is $2s_{90}\ell$, close to $2\ell$.

**Overshoot.** Since $f'=e^{-s}(\cos s+\sin s)$, the first maximum lies at $s=3\pi/4$, where $\cos s=-1/\sqrt2$. The pressure exceeds $p_+$ by

$$\frac{\Delta}{2}\frac{e^{-3\pi/4}}{\sqrt2}=0.0335\,\Delta.$$

There is an equal undershoot on the other side. Moment balance requires such a reversal. From $Dw''''=p-q$,

$$\int_0^\infty x(p_+-q)\,dx=D\big[xw'''-w''\big]_0^\infty=Dw''(0)=0.$$

As $x$ is positive, $p_+-q$ must change sign. The undershoot also makes the contact condition explicit: for $p_+>p_-$, contact requires $p_->0.0335\,\Delta$.

**Force.** The high-pressure side passes to the other side a force per length

$$\int_0^\infty(p_+-q)\,dx=\frac{\Delta\ell}{2}\int_0^\infty e^{-s}\cos s\,ds=\frac{\Delta\ell}{4},$$

because the last integral is the real part of $1/(1-i)=(1+i)/2$. The wafer carries this force as shear through $x=0$.

## Corollary 2: periodic pressures and narrow zones

For $p=p_1\cos\kappa x$ the trial $w=w_1\cos\kappa x$ gives $(D\kappa^4+k)w_1=p_1$. The fraction reaching the pad is

$$\frac{q_1}{p_1}=\frac{k}{k+D\kappa^4}=\frac1{1+(\kappa\ell)^4/4}.$$

Long waves pass unchanged, and short ones are suppressed as $4/(\kappa\ell)^4$. Half is transmitted at $\kappa\ell=\sqrt2$, a wavelength of $4.44\,\ell$.

A zone of width $b$ with excess pressure $\Delta$ is an upward step at $-b/2$ minus an equal one at $+b/2$. At the centre the first contributes $\frac\Delta2[1+f(b/2\ell)]$ and the second $\frac\Delta2[1-f(b/2\ell)]$. Their difference is

$$q_{\rm centre}=\Delta\left[1-e^{-b/2\ell}\cos\frac b{2\ell}\right].$$

A wide zone delivers its full excess. For $b\ll\ell$, expansion gives the fraction $b/(2\ell)$: a narrow zone still acts on the wafer, but its force is spread over a width set by $\ell$.

## Corollary 3: a step near a free rim

Let $y$ be the distance inward from a straight free edge, and let the excess $\Delta$ act on $0<y<d$. First replace it by a force $P$ per length at $y=0$. The decaying solution is $e^{-y/\ell}(A\cos(y/\ell)+B\sin(y/\ell))$. The condition $w''(0)=0$ gives $B=0$, and force balance gives

$$P=k\int_0^\infty w\,dy=\frac{kA\ell}{2}\quad\Rightarrow\quad w=\frac{2P}{k\ell}e^{-y/\ell}\cos\frac y\ell.$$

For two loads with solutions $w_1,w_2$, the work of load 1 through $w_2$ equals $\int(Dw_1''w_2''+kw_1w_2)dy$. This is symmetric in the two solutions, so a unit force at $y$ moves the edge as much as a unit force at the edge moves $y$. Superposing the pressure,

$$\frac{q(0)}\Delta=\int_0^{d/\ell}2e^{-s}\cos s\,ds
=1+e^{-d/\ell}\left(\sin\frac d\ell-\cos\frac d\ell\right),$$

since the derivative of $e^{-s}(\sin s-\cos s)$ is $2e^{-s}\cos s$. The fraction vanishes as $d\to0$ and tends to 1 for $d\gg\ell$. Its maximum, at $d=\pi\ell/2$, is $1+e^{-\pi/2}=1.21$. On a local pad, a rim zone of that width therefore overloads the rim by about a fifth of the step.

## Example: a germanium wafer

Take a germanium (001) wafer of radius 100 mm and thickness 0.7 mm, with rough constants $C_{11}=130$, $C_{12}=50$ and $C_{44}=67$ GPa. Then $Q=130-50^2/130=110.8$ GPa and

$$D=\frac{(110.8\times10^9\ \mathrm{Pa})(0.7\times10^{-3}\ \mathrm m)^3}{12}=3.17\ \mathrm{N\,m}.$$

The pad has two layers, each 1.3 mm thick: a top pad with $E=300$ MPa, $\nu=0.3$, and a subpad with $E=5$ MPa, $\nu=0.2$. Their constrained moduli are 403.8 and 5.556 MPa, so

$$\frac1k=\frac{1.3}{403.8}+\frac{1.3}{5.556}=0.237\ \frac{\mathrm{mm}}{\mathrm{MPa}},\qquad k=4.22\ \frac{\mathrm{MPa}}{\mathrm{mm}}.$$

In SI units $k=4.22\times10^9$ N/m³, and

$$\ell=\left(\frac{4\times3.17}{4.22\times10^9}\right)^{1/4}\mathrm m=7.4\ \mathrm{mm}.$$

The conversions are $D=2.0\times10^{19}$ eV, $k=2.6\times10^{-12}$ eV/Å⁴ and $\ell=7.4\times10^7$ Å.

For zones at 14 and 21 kPa, the contact pressure at $x=-\ell,0,\ell$ is 14.7, 17.5 and 20.3 kPa. The 10–90 % width is 14.8 mm, and the overshoot peaks 17.4 mm from the step. The transferred force is $7\ \mathrm{kPa}\times7.4\ \mathrm{mm}/4=13$ N/m. The zones differ in sinking by 1.66 µm, or 0.24 % of the wafer thickness, consistent with small deflection. A zone 10 mm wide delivers 60 % of its excess at its centre. If the 21 kPa zone is the outermost one and begins 20 mm from the rim, Corollary 3 puts the rim pressure above 14 kPa by 1.09 times the step, at about 21.6 kPa in total. The curvature of a rim of radius 100 mm lowers the factor to 1.08. This value belongs to the local pad model and is not a prediction for a real rim, as the remarks explain.

A numerical test minimised the energy of Lemma 3 on a strip 160 mm long, with a grid of 0.1 mm. Its largest departure from the theorem was $1.8\times10^{-5}$ of the pressure step.

## Remarks: where the assumptions give way

**Thin plate and local pad.** Treating wafer and pad as elastic layers in plane strain, with no shear stress between them, changes the width from 14.77 to 14.68 mm (14.69 mm if the integral over wavenumbers is stopped at $12/\ell$). At wavenumber $1/\ell$ the pad is 1 % stiffer than $k$, and the wafer is softer than a thin plate by less than 0.1 %. These figures hold far from the rim. At the rim the local pad fails: the pad surface is continuous, so the wafer also pulls down material beyond its edge, and pressure concentrates at the edge. A retaining ring can change this by pressing the pad down nearby. Corollary 3 therefore shows how wafer bending acts near a free edge, but does not give the pressure at a real rim.

**Geometry.** A ring-shaped step at radius 80 mm on a wide plate with the [100] stiffness in every direction has a width of 14.78 mm; at 40 mm it is 14.79 mm. Spreading the applied step over a 3 mm ramp gives 14.89 mm. Crystal direction matters more: bending along [110] raises $\ell$ to 7.8 mm. For straight boundaries the two directions thus differ by about 6 %. A curved boundary mixes neighbouring directions: for the ring at 80 mm on the cubic plate the width runs from 14.9 mm along [100] to 15.5 mm along [110], a variation of about 5 %.

**Friction.** Drag on the lower face exerts a couple about the midplane, and a retaining ring that holds the wafer compresses it in its plane. With a friction coefficient of 0.4 and a compression of 1.4 N/mm, the drag collected along a full diameter, applied everywhere, the width becomes 14.71 mm and the midpoint moves by 0.11 mm. Where the wafer touches the ring over a short arc, the local compression is higher.

**Pad temperature.** If heat halves both pad moduli, $k$ halves and $\ell$ grows by $2^{1/4}$, to 8.8 mm. The fourth root weakens the effect but does not remove it.

**Asperities.** A rough pad touches the wafer through summits. Suppose their contact pressure grows exponentially with approach, over a height scale $s_a$. With the approach of the summits counted from its value at $\bar p$, the total sinking is

$$w=\frac qk+s_a\ln\frac q{\bar p},\qquad
\left.\frac{dw}{dq}\right|_{\bar p}=\frac1k+\frac{s_a}{\bar p}.$$

The summits act as another spring in series, softer at low pressure. For $s_a=5$ µm the combined modulus is 1.9 MPa/mm, less than half of $k$, and $\ell$ becomes 9.0 mm. Solving the nonlinear law gives a width of 18.0 mm, as the tangent modulus predicts. At this $s_a$ it is the largest of the effects sized here: the smooth-pad width is too short by almost a fifth of the corrected one. The ranking depends on $s_a$: at 4 µm the width is 17.5 mm, just below the 17.6 mm of the heated pad.

**Relation to a real polisher.** The wafer size, the pad layers and the pressures are rough values meant to represent chemical-mechanical polishing. The subpad modulus and the asperity scale are uncertain inputs, since both depend on the product, its wear and its conditioning. Real pads break the assumption of a smooth, linear surface, which here moves $\ell$ from 7.4 to about 9 mm. Grooves, delayed recovery of the pad and its deformation by the retaining ring are not sized. Where the pad responds almost linearly over the step and without delay, is compressible and thin compared with $\ell$, has a top layer whose own bending stiffness is small compared with $D$, and stays in full contact, a designer can take $2\ell$ as an estimate of the 10–90 % width at a sharp zone boundary far from the rim and from other boundaries. Here $k$ must include the asperities at the working pressure. The top pad of the example has 2 % of the wafer's bending stiffness. On a smooth pad, a top layer 2 mm thick with $E=1$ GPa has 23 % and narrows the transition by about 5 %, and under a thinned wafer the narrowing can exceed 15 %. A soft subpad that is nearly incompressible escapes sideways more easily than it is compressed, so Lemma 2 then overstates $k$ and the transition is wider than $2\ell$. Finer zones add control points, but their pressure profiles overlap. The remaining values are in the numerical output.

## Table of computed values

```
Ge C11, C12, C44: 130, 50, 67 GPa
wafer thickness, radius: 0.7, 100 mm
top pad thickness, E, nu: 1.3 mm, 300 MPa, 0.3
subpad thickness, E, nu: 1.3 mm, 5 MPa, 0.2
zone pressures: 14 and 21 kPa
bending modulus Q along [100]: 110.8 GPa
bending stiffness D: 3.166 N m
D converted: 1.976e+19 eV
constrained modulus, top pad: 403.8 MPa
constrained modulus, subpad: 5.556 MPa
foundation modulus k: 4.216 MPa/mm
k converted: 2.631e-12 eV/angstrom^4
bending length ell: 7.403 mm
ell converted: 7.403e+07 angstrom
s90, root of exp(-s)cos(s)=0.2: 0.9976
10-90 width, formula: 14.77 mm
10-90 width, energy minimum: 14.77 mm
largest profile error / step: 1.8e-05
overshoot / step: 3.35 %
overshoot position: 17.44 mm
contact pressure at x = -2 ell: 13.8 kPa
contact pressure at x = -1 ell: 14.7 kPa
contact pressure at x = 0 ell: 17.5 kPa
contact pressure at x = 1 ell: 20.3 kPa
contact pressure at x = 2 ell: 21.2 kPa
force per length across step, formula: 12.96 N/m
force per length, energy minimum: 12.96 N/m
sinking difference of the zones: 1.66 um
sinking difference / wafer thickness: 0.0024
width ratio for 8 D (numerical): 1.682
width ratio for k/16 (numerical): 2
narrow zone width: 10 mm
fraction at zone centre, formula: 0.6028
fraction at zone centre, numerical: 0.6028
NEGLECTED EFFECTS
pad stiffness at 1/ell over k: 1.01
wafer stiffness at 1/ell over thin plate: 0.9992
10-90 width, full layer elasticity: 14.69 mm
ell for bending along [110]: 7.818 mm
10-90 width, ring step at 80 mm radius: 14.78 mm
10-90 width, ring step at 40 mm radius: 14.79 mm
distance of outer step from rim: 20 mm
rim fraction of step, formula: 1.089
rim fraction of step, numerical: 1.089
10-90 width, step near rim: 14.86 mm
10-90 width, carrier ramp of 3 mm: 14.89 mm
friction coefficient: 0.4
largest in-plane compression: 1.4 N/mm
10-90 width with friction: 14.71 mm
midpoint shift by friction: 0.11 mm
ell with pad moduli halved by heat: 8.804 mm
asperity height scale s: 5 um
k with asperities in series: 1.912 MPa/mm
ell with asperities in series: 9.021 mm
10-90 width, nonlinear asperities: 17.99 mm
```
